# Conductivity mismatch and its cure by a spin-selective contact: test program

```python
"""
Spin injection from a ferromagnet F (x<0) into a semiconductor N (x>0).
Result under test, for the current polarization P = (j_up - j_down)/j at x=0:
    P = (beta*r_F + gamma*r_c) / (r_F + r_N + r_c)
    r_F = l_F/(sigma_F*(1-beta^2)), r_N = l_N/sigma_N, r_c = 1/(G*(1-gamma^2))
sigma: conductivity (S/um); l: spin diffusion length (um);
beta, gamma: spin asymmetry of the conductivity of F and of the contact;
G: total contact conductance per area (S/um^2); r: spin resistance (ohm um^2).
Independent road: Kirchhoff's laws on a two-channel resistor network, with a
spin-flip conductance between the channels. Total current density is 1 there.
"""
import numpy as np
from scipy.linalg import solve_banded
from scipy.constants import k as k_B, e as e_charge


def solve_network(sigma_F, beta, l_F, sigma_N, l_N, G, gamma, n=3000, span=15.0):
    """Spin current on all bonds and channel splitting on all inner nodes."""
    h_F, h_N = span * l_F / n, span * l_N / n
    # spin-flip conductance per volume that belongs to each diffusion length
    flip_F = sigma_F * (1 - beta**2) / (4 * l_F**2)
    flip_N = sigma_N / (4 * l_N**2)
    R_up = np.concatenate([np.full(n, 2 * h_F / (sigma_F * (1 + beta))),
                           [2 / (G * (1 + gamma))],
                           np.full(n, 2 * h_N / sigma_N)])
    R_dn = np.concatenate([np.full(n, 2 * h_F / (sigma_F * (1 - beta))),
                           [2 / (G * (1 - gamma))],
                           np.full(n, 2 * h_N / sigma_N)])
    # resistance between the channels at each node; zero at the far reservoirs
    shunt = np.concatenate([np.full(n + 1, 1 / (flip_F * h_F)),
                            np.full(n + 1, 1 / (flip_N * h_N))])
    shunt[n] *= 2          # nodes at the contact own half a cell
    shunt[n + 1] *= 2
    shunt[0] = shunt[-1] = 0.0
    # voltage law around each loop, with the current law at each node inserted
    bands = np.zeros((3, 2 * n + 1))
    bands[0, 1:] = -shunt[1:-1]
    bands[1] = R_up + R_dn + shunt[:-1] + shunt[1:]
    bands[2, :-1] = -shunt[1:-1]
    js = solve_banded((1, 1), bands, R_dn - R_up)
    splitting = shunt[1:-1] * (js[:-1] - js[1:]) / 2
    return {"P": js[n], "js": js, "dV_F": splitting[n - 1],
            "dV_N": splitting[n],
            "x_F": -(n - np.arange(n) - 0.5) * h_F,
            "x_N": (np.arange(n) + 0.5) * h_N, "n": n}


def formula_P(r_F, r_N, r_c, beta, gamma):
    return (beta * r_F + gamma * r_c) / (r_F + r_N + r_c)


def close(a, b, rel=3e-5):
    # rel covers the second-order grid error, (cell/length)^2 = 2.5e-5
    return abs(a - b) <= rel * abs(b)


# ---- general test: random parameters, both signs of the asymmetries ----
rng = np.random.default_rng(7)
worst = 0.0
for _ in range(40):
    b, c = rng.uniform(-0.9, 0.9, 2)
    sF, sN, lF, lN, Gc = 10 ** rng.uniform(-1, 1, 5)
    net = solve_network(sF, b, lF, sN, lN, Gc, c)
    rF, rN, rC = lF / (sF * (1 - b * b)), lN / sN, 1 / (Gc * (1 - c * c))
    P = formula_P(rF, rN, rC, b, c)
    worst = max(worst, abs(net["P"] - P))
    jump = net["dV_F"] - net["dV_N"]
    scale = 2 * (rF + rN + rC)
    assert abs(net["dV_F"] - 2 * rF * (b - P)) < 3e-5 * scale
    assert abs(net["dV_N"] - 2 * rN * P) < 3e-5 * scale
    assert abs(jump - 2 * rC * (P - c)) < 3e-5 * scale
    # one series resistor per spin channel
    up = 2 * lF / (sF * (1 + b)) + 2 / (Gc * (1 + c)) + 2 * lN / sN
    dn = 2 * lF / (sF * (1 - b)) + 2 / (Gc * (1 - c)) + 2 * lN / sN
    assert abs((dn - up) / (dn + up) - net["P"]) < 3e-5
assert worst < 3e-5

# ---- worked example: round model parameters ----
sigma_F, beta, l_F = 10.0, 0.5, 0.01
sigma_N, l_N = 1e-3, 2.0
gamma, j, T = 0.4, 1.0, 300.0          # j in uA/um^2, T in K
r_F = l_F / (sigma_F * (1 - beta**2))
r_N = l_N / sigma_N


def example(r_c, asym):
    G = np.inf if r_c == 0 else 1 / (r_c * (1 - asym**2))
    return solve_network(sigma_F, beta, l_F, sigma_N, l_N, G, asym)


clear = example(0.0, 0.0)
select = example(r_N, gamma)
plain = example(r_N, 0.0)
assert close(clear["P"], formula_P(r_F, r_N, 0, beta, 0))
assert close(clear["P"], beta * r_F / r_N)
assert close(clear["dV_F"], clear["dV_N"])
assert close(select["P"], formula_P(r_F, r_N, r_N, beta, gamma))
assert close(select["P"], gamma / 2)
assert close(plain["P"], clear["P"] / 2)      # unselective contact harms
assert close(select["dV_N"], 2 * r_N * select["P"])
assert close(select["dV_F"], 2 * r_F * (beta - select["P"]))

# the polarization is lost inside F, over the length l_F
n = clear["n"]
profile = beta - (beta - clear["P"]) * np.exp(clear["x_F"] / l_F)
assert np.max(np.abs(clear["js"][:n] - profile)) < 3e-5
js_at_lF = np.interp(-l_F, clear["x_F"], clear["js"][:n])
js_at_5lF = np.interp(-5 * l_F, clear["x_F"], clear["js"][:n])
# decay length in N, read from the network
window = (select["x_N"] > 0.5 * l_N) & (select["x_N"] < 4 * l_N)
slope = np.polyfit(select["x_N"][window],
                   np.log(select["js"][n + 1:][window]), 1)[0]
assert close(-1 / slope, l_N)

# scan of the contact resistance
ratios = [1e-6, 1e-3, 0.1, 1.0, 9.0, 100.0]
scan = [example(q * r_N, gamma)["P"] for q in ratios]
for q, P in zip(ratios, scan):
    assert close(P, formula_P(r_F, r_N, q * r_N, beta, gamma))
assert all(np.diff(scan) > 0)
assert close(scan[4], 0.9 * gamma)

# equal conductivities, unequal spin diffusion lengths
equal = solve_network(sigma_F, beta, l_F, sigma_F, l_N, np.inf, 0.0)
r_N_equal = l_N / sigma_F
assert close(equal["P"], formula_P(r_F, r_N_equal, 0, beta, 0))

# stronger ferromagnets without a barrier, l_F held fixed
beta_99 = 0.99
strong = solve_network(sigma_F, beta_99, l_F, sigma_N, l_N, np.inf, 0.0)
r_F_99 = l_F / (sigma_F * (1 - beta_99**2))
assert close(strong["P"], formula_P(r_F_99, r_N, 0, beta_99, 0))
beta_half = np.sqrt(1 - l_F / (sigma_F * r_N))     # makes r_F equal r_N
half = solve_network(sigma_F, beta_half, l_F, sigma_N, l_N, np.inf, 0.0)
assert close(half["P"], beta_half / 2)

# linear-response conditions
thermal = 1e3 * k_B * T / e_charge                  # mV
field_drop = 1e-3 * j * l_N / sigma_N               # mV
to_mV = 1e-3 * j
assert field_drop < 0.1 * thermal and select["dV_N"] * to_mV < 0.1 * thermal

# series resistors of the two spin channels
F_up, F_dn = 2*l_F/(sigma_F*(1+beta)), 2*l_F/(sigma_F*(1-beta))
N_each = 2 * l_N / sigma_N
G_sel = 1 / (r_N * (1 - gamma**2))
C_up, C_dn = 2 / (G_sel * (1 + gamma)), 2 / (G_sel * (1 - gamma))
R_up, R_dn = F_up + C_up + N_each, F_dn + C_dn + N_each
assert close((R_dn - R_up) / (R_dn + R_up), select["P"])

print(f"random network tests, largest error in P: {worst:.1e}")
print("INPUTS")
print(f"sigma_F = {sigma_F:g} S/um, beta = {beta:g}, l_F = {l_F:g} um")
print(f"sigma_N = {sigma_N:g} S/um, l_N = {l_N:g} um")
print(f"gamma = {gamma:g}, j = {j:g} uA/um^2, T = {T:g} K")
print("SPIN RESISTANCES")
print(f"r_F = {r_F:.4e} ohm um^2")
print(f"r_N = {r_N:.1f} ohm um^2")
print(f"r_F/r_N = {r_F / r_N:.3e}")
print("TRANSPARENT CONTACT (network)")
print(f"P = {clear['P']:.3e}")
print(f"splitting at contact = {clear['dV_N'] * to_mV:.3e} mV")
print(f"j_s/j in F at 5 l_F from contact = {js_at_5lF:.4f}")
print(f"j_s/j in F at 1 l_F from contact = {js_at_lF:.4f}")
print("CONTACT WITH r_c = r_N (network)")
print(f"selective: P = {select['P']:.4f}")
print(f"gain over transparent contact = {select['P'] / clear['P']:.2e}")
print(f"splitting on N side = {select['dV_N'] * to_mV:.4f} mV")
print(f"splitting on F side = {select['dV_F'] * to_mV:.3e} mV")
print(f"unselective (gamma = 0): P = {plain['P']:.3e}")
print(f"selective contact, 1/G = {1 / G_sel:.1f} ohm um^2")
print("CHANNEL RESISTORS, selective contact (ohm um^2)")
print(f"F: up {F_up:.4e}, down {F_dn:.4e}")
print(f"contact: up {C_up:.1f}, down {C_dn:.1f}")
print(f"N: {N_each:.1f} in each channel")
print(f"sum: up {R_up:.1f}, down {R_dn:.1f}")
print("SCAN, selective contact (network)")
for q, P in zip(ratios, scan):
    print(f"r_c/r_N = {q:g}: P = {P:.4e}, P/gamma = {P / gamma:.3e}")
print("EQUAL CONDUCTIVITIES, transparent, sigma_N = sigma_F")
print(f"r_N = {r_N_equal:.3f} ohm um^2, P = {equal['P']:.3e}")
print("STRONGER FERROMAGNET, transparent, l_F fixed")
print(f"beta = {beta_99:g}: r_F = {r_F_99:.3e} ohm um^2")
print(f"beta = {beta_99:g}: P = {strong['P']:.3e}")
print(f"r_F = r_N needs 1 - beta = {1 - beta_half:.2e}")
print(f"then P = {half['P']:.4f}")
print("LINEAR RESPONSE")
print(f"k_B T/e = {thermal:.2f} mV")
print(f"field drop over l_N = {field_drop:.2f} mV")
print("done: every assertion held")
```

Running it gives:

```
random network tests, largest error in P: 6.4e-07
INPUTS
sigma_F = 10 S/um, beta = 0.5, l_F = 0.01 um
sigma_N = 0.001 S/um, l_N = 2 um
gamma = 0.4, j = 1 uA/um^2, T = 300 K
SPIN RESISTANCES
r_F = 1.3333e-03 ohm um^2
r_N = 2000.0 ohm um^2
r_F/r_N = 6.667e-07
TRANSPARENT CONTACT (network)
P = 3.333e-07
splitting at contact = 1.333e-06 mV
j_s/j in F at 5 l_F from contact = 0.4966
j_s/j in F at 1 l_F from contact = 0.3161
CONTACT WITH r_c = r_N (network)
selective: P = 0.2000
gain over transparent contact = 6.00e+05
splitting on N side = 0.8000 mV
splitting on F side = 8.000e-07 mV
unselective (gamma = 0): P = 1.667e-07
selective contact, 1/G = 1680.0 ohm um^2
CHANNEL RESISTORS, selective contact (ohm um^2)
F: up 1.3333e-03, down 4.0000e-03
contact: up 2400.0, down 5600.0
N: 4000.0 in each channel
sum: up 6400.0, down 9600.0
SCAN, selective contact (network)
r_c/r_N = 1e-06: P = 7.3333e-07, P/gamma = 1.833e-06
r_c/r_N = 0.001: P = 3.9993e-04, P/gamma = 9.998e-04
r_c/r_N = 0.1: P = 3.6364e-02, P/gamma = 9.091e-02
r_c/r_N = 1: P = 2.0000e-01, P/gamma = 5.000e-01
r_c/r_N = 9: P = 3.6000e-01, P/gamma = 9.000e-01
r_c/r_N = 100: P = 3.9604e-01, P/gamma = 9.901e-01
EQUAL CONDUCTIVITIES, transparent, sigma_N = sigma_F
r_N = 0.200 ohm um^2, P = 3.311e-03
STRONGER FERROMAGNET, transparent, l_F fixed
beta = 0.99: r_F = 5.025e-02 ohm um^2
beta = 0.99: P = 2.487e-05
r_F = r_N needs 1 - beta = 2.50e-07
then P = 0.5000
LINEAR RESPONSE
k_B T/e = 25.85 mV
field drop over l_N = 2.00 mV
done: every assertion held
```
